# 't Hooft's pole equations and the two-loop mass renormalization in QED: a numerical check

```python
"""
Result under test: in minimal subtraction the higher poles of the QED mass
renormalization constant Z_m follow from simple poles:
    2 a c_{n+1}' = gamma c_n + beta c_n',   Z_m = 1 + sum_n c_n(a)/eps^n,
    gamma = 2 a c_1',  beta = 2 a^2 z_1',   Z_a = 1 + sum_n z_n(a)/eps^n.
Symbols: a = e^2/(16 pi^2), d = 4 - 2 eps, m0 = Z_m m, a0 = mu^(2 eps) a Z_a,
nf = number of fermions, xi = gauge parameter (1 Feynman, 0 Landau).
The two-loop Z_m is computed here from Feynman diagrams (Euclidean, first
order in the mass, external p^2 = 1), without use of the pole equations.
Denominators: D1=k^2, D2=l^2, D3=(k-p)^2, D4=(l-p)^2, D5=(k-l)^2.
"""
from functools import lru_cache
from itertools import product
from math import comb, factorial, pi
import numpy as np
from scipy.integrate import quad
from scipy.special import gamma as Gam, rgamma, zeta
from sympy import QQ
from sympy.polys.rings import ring

# Laurent coefficients come from samples on a circle around eps = 0.
N_POINTS = 32
eps = 0.1 * np.exp(2j * pi * (np.arange(N_POINTS) + 0.5) / N_POINTS)
dim = 4 - 2 * eps
msbar = np.exp(np.euler_gamma * eps)      # MS-bar factor for each loop


def laurent(f, n):
    return float(np.mean(f * eps ** (-n)).real)


# ---------- gamma-matrix traces in d dimensions ----------
R, d_, D1, D2, D3, D4, D5 = ring("d,D1,D2,D3,D4,D5", QQ)
half = QQ(1, 2)
kl = (D1 + D2 - D5) * half
kp = (D1 - D3 + 1) * half
lp = (D2 - D4 + 1) * half
GRAM = [[D1, kl, kp], [kl, D2, lp], [kp, lp, R.one]]
K, L, P = (1, 0, 0), (0, 1, 0), (0, 0, 1)
K_P, L_P, K_L, P_L = (1, 0, -1), (0, 1, -1), (1, -1, 0), (0, -1, 1)


@lru_cache(None)
def dot(u, v):
    total = R.zero
    for i in range(3):
        for j in range(3):
            if u[i] * v[j]:
                total = total + GRAM[i][j] * (u[i] * v[j])
    return total


@lru_cache(None)
def trace(chain):
    """Trace divided by tr(1); strings are contracted indices."""
    if not chain:
        return R.one
    if len(chain) % 2:
        return R.zero
    pairs = []
    for name in {g for g in chain if isinstance(g, str)}:
        i = chain.index(name)
        j = chain.index(name, i + 1)
        pairs.append((j - i, i, j))
    if pairs:
        _, i, j = min(pairs)
        left, inside, right = chain[:i], chain[i + 1:j], chain[j + 1:]
        if not inside:
            return d_ * trace(left + right)
        g, first, rest = chain[i], inside[0], inside[1:]
        return (trace(left + rest + (first,) + right) * 2
                - trace(left + (first, g) + rest + (g,) + right))
    total = R.zero
    for i in range(1, len(chain)):
        term = dot(chain[0], chain[i]) * trace(chain[1:i] + chain[i + 1:])
        total = total + term * (-1) ** (i - 1)
    return total


# ---------- massless integrals, measure d^dk / pi^(d/2) ----------
def one_loop(a, b, n=0):
    """(k.v)^n/(k^2a (k-q)^2b) = sum_r c_r (v^2)^r (q.v)^(n-2r) (q^2)^..."""
    if any(isinstance(x, int) and x <= 0 for x in (a, b)):
        return []                         # scaleless
    out = []
    for r in range(n // 2 + 1):
        c = comb(n, 2 * r) * factorial(2 * r) / (4 ** r * factorial(r))
        c = c * Gam(a + b - dim / 2 - r) * rgamma(a) * rgamma(b)
        c = c * Gam(dim / 2 - a + n - r) * Gam(dim / 2 - b + r)
        out.append((r, c * rgamma(dim - a - b + n)))
    return out


def bubble(a, b):
    terms = one_loop(a, b)
    return terms[0][1] if terms else 0 * eps


def trinomial(n):
    for u in range(n + 1):
        for v in range(n + 1 - u):
            w = n - u - v
            yield u, v, w, factorial(n) // (
                factorial(u) * factorial(v) * factorial(w))


def ibp_right(a1, a2, a3, a4, a5):
    return (a1 * (two_loop(a1 + 1, a2, a3, a4, a5 - 1)
                  - two_loop(a1 + 1, a2 - 1, a3, a4, a5))
            + a3 * (two_loop(a1, a2, a3 + 1, a4, a5 - 1)
                    - two_loop(a1, a2, a3 + 1, a4 - 1, a5)))


@lru_cache(None)
def two_loop(a1, a2, a3, a4, a5):
    total = 0 * eps
    if a5 <= 0:                           # (k-l)^2 only in the numerator
        for i, j, m, w in trinomial(-a5):
            for r, c in one_loop(a1 - i, a3, m):
                s = m - 2 * r
                for u, v, _, t in trinomial(s):
                    f = w * (-2) ** m * t * (-1) ** v / 2 ** s
                    total = total + f * c * bubble(a2 - j - r - u, a4 - v)
        return total
    if a1 <= 0:                           # k^2 only in the numerator
        for i, m, _, w in trinomial(-a1):
            for r, c in one_loop(a3 - i, a5, m):
                s = m - 2 * r
                power = dim / 2 + r - (a3 - i) - a5
                for u, v, _, t in trinomial(s):
                    f = w * 2 ** m * t * (-1) ** (s - u) / 2 ** s
                    total = total + f * c * bubble(a2 - u, a4 - v - power)
        return total
    if a2 <= 0:
        return two_loop(a2, a1, a4, a3, a5)
    if a3 <= 0:
        return two_loop(a3, a4, a1, a2, a5)
    if a4 <= 0:
        return two_loop(a4, a3, a2, a1, a5)
    return ibp_right(a1, a2, a3, a4, a5) / (dim - a1 - a3 - 2 * a5)


# Engine tests: a known finite integral, and integration by parts on cases
# that are evaluated through the tensor formulas instead.
master = laurent(two_loop(1, 1, 1, 1, 1), 0)
assert abs(master - 6 * zeta(3)) < 1e-8
for idx in [(1, 1, 1, 2, -1), (2, 1, 1, -1, 1), (1, -2, 1, 1, 2)]:
    lhs = (dim - idx[0] - idx[2] - 2 * idx[4]) * two_loop(*idx)
    rhs = ibp_right(*idx)
    assert np.max(np.abs(lhs - rhs)) < 1e-8 * (1 + np.max(np.abs(lhs)))


def integrate(numerator, powers, integral):
    total = 0 * eps
    for mono, coeff in numerator.terms():
        idx = tuple(q - n for q, n in zip(powers, mono[1:]))
        total = total + float(coeff) * dim ** mono[0] * integral(*idx)
    return total


def self_energy(fermions, photons, integral):
    """Array [A or B][number of longitudinal photons], weight (1-xi)^number.
    Inverse propagator: i pslash (1 + A) + m0 (1 + B)."""
    out = np.zeros((2, len(photons) + 1, N_POINTS), complex)
    for longi in product((0, 1), repeat=len(photons)):
        vertex, powers = [None] * (len(fermions) + 1), [0] * 5
        for n, (q, den, ends) in enumerate(photons):
            for end in ends:
                vertex[end] = q if longi[n] else "mn"[n]
            powers[den] += 1 + longi[n]
        for _, den in fermions:
            powers[den] += 1
        for massive in range(-1, len(fermions)):     # -1: no mass insertion
            chain = [P] if massive < 0 else []
            chain.append(vertex[0])
            for s, (q, _) in enumerate(fermions):
                if s != massive:
                    chain.append(q)
                chain.append(vertex[s + 1])
            value = integrate(trace(tuple(chain)), powers, integral)
            sign = (-1) ** sum(longi) * (-1 if massive < 0 else 1)
            out[0 if massive < 0 else 1, sum(longi)] += sign * value
    return out


def plain(a1, a2, a3, a4, a5):
    return bubble(a1, a3)


def dressed(a1, a2, a3, a4, a5):          # photon line carries (q^2)^(-eps)
    return bubble(a1, a3 + eps)


line1 = ([(K, 0)], [(K_P, 2, (0, 1))])
one = self_energy(*line1, plain) * msbar
transverse, longitudinal = one[:, 0] + one[:, 1], -one[:, 1]
rainbow = self_energy([(K, 0), (L, 1), (K, 0)],
                      [(K_P, 2, (0, 3)), (K_L, 4, (1, 2))], two_loop)
crossed = self_energy([(K, 0), (K_L, 4), (P_L, 3)],
                      [(K_P, 2, (0, 2)), (L, 1, (1, 3))], two_loop)
quenched = (rainbow + crossed) * msbar ** 2

# Photon self-energy per fermion: inverse propagator q^2 (1 + a0 nf pol + ..)
pol1 = 4 * msbar / (dim - 1) * integrate(
    trace(("m", K, "m", K_P)), (1, 0, 1, 0, 0), plain)
pol2 = 4 * msbar ** 2 / (dim - 1) * (
    2 * integrate(trace(("m", K, "n", L, "n", K, "m", K_P)),
                  (2, 1, 1, 0, 1), two_loop)
    + integrate(trace(("m", K, "n", L, "m", L_P, "n", K_P)),
                (1, 1, 1, 1, 1), two_loop))
b_unit = laurent(pol1, -1)                # z_1 = nf*(b_unit a + b2_unit a^2)
b2_unit = laurent(pol2, -1)
pol2_double = laurent(pol2, -2)
inserted = self_energy(*line1, dressed) * msbar
vac_pol = -pol1 * (inserted[:, 0] + inserted[:, 1])


def bare_ratio(nf, xi, p2):
    """Orders a and a^2 of (1+B)/(1+A), coupling and gauge renormalized."""
    s = p2 ** (-eps)
    A1, B1 = s * (transverse + xi * longitudinal)
    gauge = sum((1 - xi) ** j * quenched[:, j] for j in range(3))
    A2, B2 = (s ** 2 * (gauge + nf * vac_pol)
              + s * nf * b_unit / eps * transverse)
    return B1 - A1, B2 - A2 - A1 * (B1 - A1)


def mass_constant(nf, xi=1.0, p2=1.0):
    r1, r2 = bare_ratio(nf, xi, p2)
    c11 = -laurent(r1, -1)
    subtracted = r2 + c11 / eps * r1
    assert abs(laurent(subtracted, -3)) < 1e-8
    return np.array([c11, -laurent(subtracted, -1), -laurent(subtracted, -2)])


# Same constants in every gauge and at every momentum; double pole predicted.
for nf in (0, 1, 2, 5):
    reference = mass_constant(nf)
    for xi, p2 in product((0.0, 1.0, 3.0), (1.0, 7.0)):
        assert np.allclose(mass_constant(nf, xi, p2), reference, atol=1e-7)
    c11, c12, c22 = reference
    assert abs(c22 - c11 * (c11 + nf * b_unit) / 2) < 1e-7

# Coupling: Z_a = 1/Z_3 with Z_3 read from the photon self-energy.
b, b2 = b_unit, b2_unit                   # nf = 1
za_double = b ** 2 + pol2_double
assert abs(za_double - b ** 2) < 1e-7     # pole equation demands b^2

# Before mass subtraction the simple pole is non-local (depends on ln p^2).
r1_1, r2_1 = bare_ratio(1, 1.0, 1.0)
r1_7, r2_7 = bare_ratio(1, 1.0, 7.0)
pole_at_1, pole_at_7 = laurent(r2_1, -1), laurent(r2_7, -1)
assert abs(pole_at_7 - pole_at_1) > 1

# ---------- recursion for higher poles, nf = 1 ----------
c11, c12, c22 = mass_constant(1)
gam = {1: 2 * c11, 2: 4 * c12}            # gamma = sum gam_j a^j
bet = {1: 2 * b, 2: 4 * b2}               # beta  = sum bet_j a^(j+1)
ORDER = 10
c = np.zeros((ORDER + 1, ORDER + 1))      # c[n, j]: coefficient a^j/eps^n
c[0, 0], c[1, 1], c[1, 2] = 1, c11, c12
for n in range(1, ORDER):
    for j in range(n + 1, ORDER + 1):
        c[n + 1, j] = sum((gam[i] + bet[i] * (j - i)) * c[n, j - i]
                          for i in (1, 2)) / (2 * j)
assert abs(c[2, 2] - c22) < 1e-7

# Direct quadrature of the flow equation, truncated at two loops.
a_t, e_t = 0.01, 1.0
log_z = quad(lambda x: (gam[1] + gam[2] * x)
             / (2 * e_t - bet[1] * x - bet[2] * x * x), 0, a_t,
             epsabs=1e-14)[0]
series = sum(c[n, j] * a_t ** j / e_t ** n
             for n in range(ORDER + 1) for j in range(ORDER + 1))
assert abs(np.exp(log_z) - series) < 1e-11

# Closed form for the sum of leading poles.
a_ex, e_ex = 0.01, 0.1
x_ex = a_ex / e_ex
closed = (1 - b * x_ex) ** (-c11 / b)
partial = [sum(c[j, j] * x_ex ** j for j in range(n + 1))
           for n in range(ORDER + 1)]
assert abs(partial[ORDER] - closed) < 1e-8

q0 = mass_constant(0)
slope = mass_constant(1) - q0
assert np.allclose(mass_constant(5), q0 + 5 * slope, atol=1e-7)


def show(label, value, digits=6):
    print(f"{label}: {round(value, digits) + 0.0:.{digits}f}")


print("All quantities are dimensionless; a = alpha/(4 pi), d = 4 - 2 eps")
show("finite two-loop master integral at eps=0", master)
show("6 zeta(3)", 6 * zeta(3))
show("one-loop A, 1/eps, Feynman gauge", laurent(one[0, 0], -1))
show("one-loop B, 1/eps, Feynman gauge", laurent(one[1, 0], -1))
show("Z_a: a/eps coefficient per fermion", b_unit)
show("Z_a: a^2/eps coefficient per fermion", b2_unit)
show("Z_a: a^2/eps^2 coefficient from diagrams, nf=1", za_double)
show("Z_m: a/eps coefficient", q0[0])
show("Z_m: a^2/eps, nf-independent part", q0[1])
show("Z_m: a^2/eps, part multiplying nf", slope[1])
show("Z_m: a^2/eps^2 from diagrams, nf-independent part", q0[2])
show("Z_m: a^2/eps^2 from diagrams, part multiplying nf", slope[2])
show("nf=1: a^2/eps coefficient of Z_m", c12)
show("nf=1: a^2/eps^2 coefficient from diagrams", c22)
show("nf=1: a^2/eps^2 coefficient from pole equation", c[2, 2])
show("nf=1: gamma, coefficient of a", gam[1])
show("nf=1: gamma, coefficient of a^2", gam[2])
show("nf=1: beta, coefficient of a^2", bet[1])
show("nf=1: beta, coefficient of a^3", bet[2])
show("nf=1: simple pole before mass subtraction, p^2=mu^2", pole_at_1)
show("nf=1: simple pole before mass subtraction, p^2=7mu^2", pole_at_7)
show("nf=1: predicted a^3/eps^3 coefficient of Z_m", c[3, 3])
show("nf=1: predicted a^3/eps^2 coefficient of Z_m", c[2, 3])
show("example: a", a_ex, 3)
show("example: alpha = 4 pi a", 4 * pi * a_ex)
show("example: eps", e_ex, 2)
show("example: leading poles through one loop", partial[1])
show("example: leading poles through two loops", partial[2])
show("example: leading poles through three loops", partial[3])
show("example: leading poles, closed form", closed)
print("all good")
```

It prints:

```
All quantities are dimensionless; a = alpha/(4 pi), d = 4 - 2 eps
finite two-loop master integral at eps=0: 7.212341
6 zeta(3): 7.212341
one-loop A, 1/eps, Feynman gauge: 1.000000
one-loop B, 1/eps, Feynman gauge: 4.000000
Z_a: a/eps coefficient per fermion: 1.333333
Z_a: a^2/eps coefficient per fermion: 2.000000
Z_a: a^2/eps^2 coefficient from diagrams, nf=1: 1.777778
Z_m: a/eps coefficient: -3.000000
Z_m: a^2/eps, nf-independent part: -0.750000
Z_m: a^2/eps, part multiplying nf: 1.666667
Z_m: a^2/eps^2 from diagrams, nf-independent part: 4.500000
Z_m: a^2/eps^2 from diagrams, part multiplying nf: -2.000000
nf=1: a^2/eps coefficient of Z_m: 0.916667
nf=1: a^2/eps^2 coefficient from diagrams: 2.500000
nf=1: a^2/eps^2 coefficient from pole equation: 2.500000
nf=1: gamma, coefficient of a: -6.000000
nf=1: gamma, coefficient of a^2: 3.666667
nf=1: beta, coefficient of a^2: 2.666667
nf=1: beta, coefficient of a^3: 8.000000
nf=1: simple pole before mass subtraction, p^2=mu^2: 14.083333
nf=1: simple pole before mass subtraction, p^2=7mu^2: -3.429858
nf=1: predicted a^3/eps^3 coefficient of Z_m: -0.277778
nf=1: predicted a^3/eps^2 coefficient of Z_m: -5.935185
example: a: 0.010
example: alpha = 4 pi a: 0.125664
example: eps: 0.10
example: leading poles through one loop: 0.700000
example: leading poles through two loops: 0.725000
example: leading poles through three loops: 0.724722
example: leading poles, closed form: 0.724715
all good
```
